\section*{Bound-to-free exciton ratio as a dopant gauge in silicon, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ratio at weak excitation}

\subsection{A dopant in a gas of fixed density}

Take one neutral boron atom in cold silicon, surrounded by free excitons. Their density $n$ is held fixed, and no bound exciton escapes by heat. The dopant has two conditions: empty, or holding one exciton. An empty dopant captures at the rate $Cn$, where $C$ is the capture coefficient. An occupied one loses its exciton at the rate $1/\tau_b$, where $\tau_b$ is the total bound-exciton lifetime, including decay without light.

Let $\theta$ be the fraction of dopants that are occupied. In the steady state as many dopants fill per unit time as empty, so
\begin{equation}
Cn(1-\theta)=\frac{\theta}{\tau_b}.
\end{equation}
Multiplication by $\tau_b$ and collection of the terms in $\theta$ give
\begin{equation}
C\tau_b n=\theta(1+C\tau_b n),\qquad
\theta=\frac{C\tau_b n}{1+C\tau_b n}.
\end{equation}

With $N$ neutral dopants per unit volume, the bound-exciton density is $b=N\theta$. The photon rates per unit volume in the two observed lines are
\begin{equation}
I_b=w_b b,\qquad I_f=w_f n,
\end{equation}
where $w_b$ and $w_f$ are the radiative rates into those lines. The intensities are integrated over the lines, and any difference in collection efficiency is absorbed in $w_b$ and $w_f$. With $\rho=w_b/w_f$, the measured ratio is
\begin{equation}
R=\frac{I_b}{I_f}=\rho\frac{b}{n}
=\frac{\rho C\tau_b N}{1+C\tau_b n}.
\label{eq:simple}
\end{equation}

There are two limits. If $C\tau_b n\ll1$, almost every dopant is empty. Each free exciton then sees all $N$ dopants, the bound population is proportional to $nN$, and division by $n$ leaves
\begin{equation}
R\simeq\rho C\tau_b N.
\end{equation}
The brightness of the gas has cancelled. If $C\tau_b n\gg1$, almost every dopant is occupied, $b$ cannot grow beyond $N$, and
\begin{equation}
R\simeq\frac{\rho N}{n}.
\end{equation}

The second limit is still proportional to $N$ when $n$ is held fixed. Saturation therefore does not erase the information about $N$. It brings in a second unknown, the free-exciton density, which in an experiment is set by the light and by the sample.

For a numerical scale, take $C=10^{-7}\,\mathrm{cm^3/s}$ and $\tau_b=1\,\mu\mathrm{s}$. Then $C\tau_b=10^{-13}\,\mathrm{cm^3}$, and half the dopants are occupied at $n=10^{13}\,\mathrm{cm^{-3}}$. Practical units are kept throughout, since the quantities to be compared are laboratory densities, lifetimes and light intensities.

\subsection{Escape by heat}

At a finite temperature $T$ a bound exciton can also return to the gas, at a rate $e$. An occupied dopant then empties at the total rate
\begin{equation}
\Gamma=\frac1{\tau_b}+e.
\end{equation}
The two ways of emptying differ for the gas: decay removes the exciton, while release gives it back.

The release rate is fixed by the capture coefficient through detailed balance. Switch off generation and decay, and let the free and bound excitons reach equilibrium. Capture and release must then balance:
\begin{equation}
Cn(N-b)=eb,\qquad
\frac{e}{C}=\left[\frac{n(N-b)}{b}\right]_{\mathrm{eq}}\equiv K.
\end{equation}
The density $K$ follows from counting states. Let a volume $V$ contain $S$ dopants and $X$ excitons, of which $B$ are bound. The statistical weight of this division is
\begin{equation}
W_B=\frac{S!}{B!(S-B)!}\,g_B^{B}g_A^{S-B}
e^{BE_b/k_BT}\frac{(Vg_FN_q)^{X-B}}{(X-B)!}.
\end{equation}
Here $E_b>0$ is the energy that binds the exciton to the dopant. The internal degeneracies of the free exciton, neutral acceptor and bound exciton are $g_F$, $g_A$ and $g_B$, and $N_q$ is the thermal density of translational states per internal state. The last factor treats the free excitons as a dilute classical gas.

At the maximum of $W_B$ for large numbers, adding one bound exciton leaves the weight unchanged. The ratio of neighbouring weights is
\begin{equation}
\frac{W_{B+1}}{W_B}=\frac{S-B}{B+1}\,\frac{g_B}{g_A}
e^{E_b/k_BT}\frac{X-B}{Vg_FN_q}.
\end{equation}
Set this to one, replace $B+1$ by $B$, and use $n=(X-B)/V$ and $(S-B)/B=(N-b)/b$. Then
\begin{equation}
K=N_q\frac{g_Fg_A}{g_B}e^{-E_b/k_BT},\qquad e=CK.
\label{eq:release}
\end{equation}
This value of $e$ is also used under illumination, on the assumption that the free excitons and the lattice keep a common temperature.

For parabolic motion with mass $m_i$ along axis $i$, each axis contributes a Gaussian integral:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk}{2\pi}
e^{-\hbar^2k^2/(2m_ik_BT)}
=\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{1/2},
\end{equation}
so that
\begin{equation}
N_q=\prod_{i=1}^{3}\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{1/2}.
\end{equation}

In silicon the electron has six valleys and two spin states, and the hole has four states at the band edge. Hence $g_F=6\times2\times4=48$, and the neutral acceptor has $g_A=4$. The exciton bound to it contains two identical holes in a fourfold level, which allow $4\times3/2=6$ antisymmetric states, and one electron with twelve, so $g_B=72$. Splittings of these levels are ignored, which is accurate only if they are small compared with $k_BT$. If half of the free-exciton states lay $0.3\,\mathrm{meV}$ above the other half, for example, $K$ at $4.2\,\mathrm K$ would be $28\%$ lower, with $E_b$ measured from the lower half.

Take rough electron masses $0.19$, $0.19$ and $0.92$ and add a rough hole mass of $0.30$ to each, all in units of the free-electron mass. The exciton masses are then $0.49$, $0.49$ and $1.22$. At $4.2\,\mathrm K$ this gives $N_q=1.125\times10^{16}\,\mathrm{cm^{-3}}$ and $k_BT=0.362\,\mathrm{meV}$. With the rough binding energy $E_b=4\,\mathrm{meV}$ the exponential is about $1.59\times10^{-5}$, and
\begin{equation}
K\simeq1.125\times10^{16}\times\frac{48\times4}{72}
\times1.59\times10^{-5}
\simeq4.8\times10^{11}\,\mathrm{cm^{-3}}.
\end{equation}
Thus $e=CK\simeq4.8\times10^4\,\mathrm{s^{-1}}$, about five per cent of the decay rate $10^6\,\mathrm{s^{-1}}$. For these values escape at $4.2\,\mathrm K$ is a small correction, but its size is sensitive to the binding energy: $E_b=4.2$ and $3.8\,\mathrm{meV}$ would give about three and eight per cent.

\subsection{The gas with its sources and losses}

Now let the free density respond. Light creates free excitons at the rate $G$ per unit volume, and they have a lifetime $\tau_f$ against every loss other than capture by the dopants under study. The densities are uniform, the bound excitons do not move, and a dopant holds at most one exciton. The rate equations are
\begin{align}
\frac{dn}{dt}&=G-\frac n{\tau_f}-Cn(N-b)+eb,
\label{eq:free}\\
\frac{db}{dt}&=Cn(N-b)-\frac b{\tau_b}-eb.
\label{eq:bound}
\end{align}
Capture appears with opposite signs because it moves an exciton from one population to the other; so does release.

In the steady state the second equation alone gives
\begin{equation}
Cn(N-b)=\Gamma b,\qquad \frac bn=\frac C\Gamma(N-b).
\end{equation}
Therefore
\begin{equation}
\boxed{R=\frac{\rho C}{\Gamma}(N-b).}
\label{eq:empty}
\end{equation}
The ratio counts the empty neutral dopants. It is a measure of all neutral dopants when $b\ll N$. Dopants that remain ionized under the light are not counted in $N$.

With the saturation density $n_s=\Gamma/C$, the same balance reads $n(N-b)=n_sb$, and
\begin{equation}
\theta=\frac bN=\frac n{n+n_s},\qquad
R=\frac{\rho N}{n+n_s}.
\label{eq:filling}
\end{equation}
If $e=0$, then $n_s=1/(C\tau_b)$ and Eq.~(\ref{eq:simple}) returns. If $n\ll n_s$, the weak calibration is
\begin{equation}
R\simeq AN,\qquad A=\frac{\rho C}\Gamma=\frac\rho{n_s}.
\end{equation}
For the example, with the round value $\rho=1$,
\begin{equation}
n_s=\frac{1.048\times10^6}{10^{-7}}
=1.048\times10^{13}\,\mathrm{cm^{-3}},\qquad
A=9.55\times10^{-14}\,\mathrm{cm^3}.
\end{equation}

The free-exciton equation was not used in deriving Eq.~(\ref{eq:empty}). A further loss of free excitons can thus change both line intensities without changing the weak ratio. To test this, start with $N=10^{14}\,\mathrm{cm^{-3}}$ and $G=10^{17}\,\mathrm{cm^{-3}\,s^{-1}}$. Add a second dopant at $10^{15}\,\mathrm{cm^{-3}}$ with the same $C$, a bound lifetime of $0.3\,\mu\mathrm s$ and no thermal release. The free line and the bound line of the first dopant both fall to $0.088$ of their former values. Their ratio rises by $0.09\%$, because the thinner gas leaves slightly more of the first dopants empty. Neither intensity alone could serve as a gauge of the first dopant here, but the ratio can.

\subsection{Fixed generation and the weak regime}

An experimenter controls $G$ more directly than $n$. The sum of Eqs.~(\ref{eq:free}) and (\ref{eq:bound}) removes capture and release, which conserve the total number of excitons:
\begin{equation}
G=\frac n{\tau_f}+\frac b{\tau_b}
=\frac n{\tau_f}+\frac N{\tau_b}\frac n{n+n_s}.
\label{eq:balance}
\end{equation}
Multiply by $\tau_f(n+n_s)$ and bring all terms to one side:
\begin{equation}
n^2+\left[n_s+\tau_f\left(\frac N{\tau_b}-G\right)\right]n
-\tau_fGn_s=0.
\label{eq:quadratic}
\end{equation}
The product of the roots is $-\tau_fGn_s<0$, so one root is positive and the other negative. The physical density is unique.

It is also stable against small disturbances. The matrix of derivatives of the two rates with respect to $n$ and $b$ is
\begin{equation}
J=\begin{pmatrix}
-1/\tau_f-C(N-b)&Cn+e\\
C(N-b)&-Cn-\Gamma
\end{pmatrix}.
\end{equation}
Its trace is negative. In its determinant the products $C(N-b)\,Cn$ cancel, and $\Gamma-e=1/\tau_b$, so
\begin{equation}
\det J=\frac{Cn+\Gamma}{\tau_f}+\frac{C(N-b)}{\tau_b}>0.
\end{equation}
Both eigenvalues then have negative real parts, and small disturbances die away.

If the weak calibration is applied at any excitation, the apparent concentration is
\begin{equation}
N_{\mathrm{app}}=\frac RA=N-b=N(1-\theta).
\end{equation}
Its fractional deficit relative to the true $N$ is the filling $\theta$. For a deficit $\varepsilon$, Eq.~(\ref{eq:filling}) gives $n=n_s\varepsilon/(1-\varepsilon)$, and Eq.~(\ref{eq:balance}) gives the generation rate
\begin{equation}
G_\varepsilon=\frac{n_s}{\tau_f}\frac\varepsilon{1-\varepsilon}
+\frac{N\varepsilon}{\tau_b}.
\label{eq:limitG}
\end{equation}
The first term supplies the losses of the gas, the second those of the occupied dopants. What counts as weak light depends on the sample, and a more heavily doped one tolerates more.

Take $\tau_f=10\,\mu\mathrm s$. For $N=10^{14}\,\mathrm{cm^{-3}}$ and $\varepsilon=0.05$, the two terms are $5.5\times10^{16}$ and $5\times10^{18}\,\mathrm{cm^{-3}\,s^{-1}}$, so $G_\varepsilon=5.06\times10^{18}\,\mathrm{cm^{-3}\,s^{-1}}$. At the much lower rate $G=10^{17}\,\mathrm{cm^{-3}\,s^{-1}}$, samples with $N=10^{13}$, $10^{14}$ and $10^{15}\,\mathrm{cm^{-3}}$ give $R=0.946$, $9.54$ and $95.5$. The fillings are $0.9\%$, $0.1\%$ and $0.01\%$, and the ratio follows the concentration over two decades.

\section{The ratio when the dopants fill}

\subsection{Three samples under strong light}

The symbols and results carried over are these. The densities of free excitons, bound excitons and neutral dopants are $n$, $b$ and $N$; $G$ is the generation rate; $\tau_f$ and $\tau_b$ are the free and bound lifetimes. The capture coefficient is $C$, the total emptying rate of an occupied dopant is $\Gamma$, and $n_s=\Gamma/C$. The filling is $\theta=b/N=n/(n+n_s)$. With $\rho$ the ratio of radiative rates and $A=\rho/n_s$, the line ratio is
\begin{equation}
R=A(N-b)=\frac{\rho N}{n+n_s},
\end{equation}
and Eq.~(\ref{eq:balance}) fixes $n$ for a given $G$. The example has $\tau_f=10\,\mu\mathrm s$, $\tau_b=1\,\mu\mathrm s$, $\rho=1$ and $n_s=1.048\times10^{13}\,\mathrm{cm^{-3}}$.

Raise the generation rate to $10^{20}\,\mathrm{cm^{-3}\,s^{-1}}$ and keep everything else fixed. For $N=10^{14}\,\mathrm{cm^{-3}}$ the rates $N/\tau_b$ and $G$ happen to be equal, and Eq.~(\ref{eq:quadratic}) becomes $n^2+n_sn-\tau_fGn_s=0$. Its positive root is
\begin{align}
n&=\frac{-n_s+\sqrt{n_s^2+4\tau_fGn_s}}2\nonumber\\
&=\frac{-0.1048+2.0497}{2}\times10^{14}
=9.72\times10^{13}\,\mathrm{cm^{-3}}.
\end{align}
The filling is $9.72/(9.72+1.05)=0.903$. The weak calibration reports the empty tenth of the dopants, $9.7\times10^{12}\,\mathrm{cm^{-3}}$. The three samples compare as follows.

\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $\theta$ & $R$ & $N_{\mathrm{app}}$ (cm$^{-3}$)\\
$10^{13}$ & 0.989 & 0.0110 & $1.15\times10^{11}$\\
$10^{14}$ & 0.903 & 0.928 & $9.7\times10^{12}$\\
$10^{15}$ & 0.100 & 85.9 & $9.0\times10^{14}$
\end{tabular}
\end{center}

The order of the samples survives, but the scale does not. The true concentrations span a factor of $100$, the apparent ones a factor of about $7800$. Under the same light the lightly doped sample is nearly full, while the heavily doped one is still mostly empty. These rows show dopant saturation alone; other effects at such densities are estimated below.

Integration of the rate equations from darkness for $400\,\mu\mathrm s$ was used to test the steady state. For the three samples at both generation rates, the free density agreed with the root of Eq.~(\ref{eq:quadratic}) within one part in a million.

The line ratio counts the empty neutral dopants, so it is proportional to their total density in weak light but compresses the readings of lightly doped samples most when strong light fills them. It remains to find how the ratio responds to its inputs, how the true concentration can be recovered, and what changes with uneven density, double occupation and real conditions.

All numerical values are calculated from the stated model.
